\section*{Joining an exponential band tail to a square-root band}

\section{Problem}

In an amorphous semiconductor the conduction band has no sharp lower limit. A simple model keeps the square-root density of states of a parabolic band at higher energies and attaches an exponential tail that reaches into the gap. Let $x$ be the energy measured from the parabolic band edge, positive into the band. The two pieces are
\begin{equation}
g_{\rm b}(x)=A\sqrt{x}\quad(x>0),\qquad
g_{\rm t}(x)=C\,e^{x/E_0},
\label{pieces}
\end{equation}
where $g$ counts states per volume and energy, both spins included. The width $E_0>0$ is the energy over which the tail falls by a factor $e$. The tail is used below a joining energy $x_m$ and the band above it. The edge, $A$ and $E_0$ are given.

\begin{enumerate}
\item Find every $x_m$ and $C$ for which the density and its slope are both continuous.
\item Find how many states the tail holds, and whether the joined density has the same number of states as the parabolic band it replaces.
\item Evaluate the results for an effective mass of $0.35$ electron masses and $E_0=20$~meV. Judge the model against nonparabolicity, disorder above the join, deep gap states and thermal occupation at 300~K.
\end{enumerate}

For a valence band, $x$ is measured downward from the edge, again into the band, and the same equations hold.

\section{First estimate by scaling}

The only energy in the joining problem is $E_0$, because $A$ multiplies the density without setting an energy. With $x=E_0u$, the band becomes $A\sqrt{E_0}\sqrt{u}$ and the tail becomes $Ce^{u}$. After division by $A\sqrt{E_0}$, the joining conditions contain pure numbers only, so
\begin{equation}
x_m=c\,E_0,\qquad g(x_m)=\sqrt{c}\,A\sqrt{E_0},
\end{equation}
with a number $c$ that scaling cannot supply.

To estimate $c$, compare the energies over which the two pieces change appreciably. The tail changes by a factor of order one over $E_0$. The square root does so over an energy of order $x$ itself. The slopes can match only where these energies are comparable, which suggests $c\sim1$:
\begin{equation}
x_m\sim E_0,\qquad g(x_m)\sim A\sqrt{E_0},\qquad
n_{\rm t}\sim A E_0^{3/2}.
\label{estimate}
\end{equation}
The last estimate, for the number of tail states per volume, is the joining density times the width.

\section{Exact solution}

\subsection{The band prefactor}

In a periodic cube of volume $\Omega$, each allowed wave vector occupies a volume $(2\pi)^3/\Omega$ in $k$ space. With two spins, the number of states per volume inside a sphere of radius $k$ is
\begin{equation}
N=2\,\frac{4\pi k^3/3}{(2\pi)^3}=\frac{k^3}{3\pi^2}.
\label{count}
\end{equation}
For a parabolic, isotropic band $k=\sqrt{2mx}/\hbar$, so
\begin{equation}
N(x)=\frac{(2m)^{3/2}}{3\pi^2\hbar^3}x^{3/2},\qquad
g_{\rm b}=\frac{dN}{dx}=A\sqrt{x},\qquad
A=\frac{(2m)^{3/2}}{2\pi^2\hbar^3}.
\end{equation}
Equivalently, $N(x)=\tfrac23Ax^{3/2}$.

\subsection{The joining energy}

Equal values require
\begin{equation}
C e^{x_m/E_0}=A\sqrt{x_m}.
\label{value}
\end{equation}
The left side is positive for a real tail, while the band density vanishes at $x=0$ and below. Hence $x_m>0$: the join must lie inside the band. Equal slopes require
\begin{equation}
\frac{C}{E_0}e^{x_m/E_0}=\frac{A}{2\sqrt{x_m}}.
\label{slope}
\end{equation}
Both sides of Eq.~(\ref{value}) are nonzero, so Eq.~(\ref{slope}) may be divided by it. The unknown $C$ cancels:
\begin{equation}
\frac1{E_0}=\frac1{2x_m}
\quad\Longrightarrow\quad
x_m=\frac{E_0}{2}.
\label{join}
\end{equation}
There is one solution, since $1/(2x)$ falls steadily from infinity to zero and takes the value $1/E_0$ once. Equation~(\ref{value}) then fixes the amplitude:
\begin{equation}
g_m\equiv g(x_m)=A\sqrt{\frac{E_0}{2}},\qquad
C=g_m e^{-1/2}.
\label{height}
\end{equation}
Because $g_{\rm t}(0)=C$, the density at the parabolic edge is $e^{-1/2}$ times the density at the join.

\subsection{What the join looks like}

On a plot of $\ln g$ against $x$ the tail is a straight line of slope $1/E_0$. The band is the curve $\ln A+\tfrac12\ln x$, whose second derivative $-1/(2x^2)$ is negative. A line that touches a concave curve lies on or above it. The join is this point of contact, and the tail, if continued, stays above the band on both sides.

The amplitude is therefore not a free parameter. For a smaller $C$, the line cuts the curve at two energies; the value can be made continuous at either, but the slope cannot. For a larger $C$ the line misses the curve and even the value has a jump.

The smoothness ends at the first derivative. Below the join,
\begin{equation}
g''(x_m^-)=\frac{g_m}{E_0^2}.
\end{equation}
Above it, with $A=g_m/\sqrt{x_m}$,
\begin{equation}
g''(x_m^+)=-\frac{A}{4x_m^{3/2}}=-\frac{g_m}{4x_m^2}
=-\frac{g_m}{E_0^2}.
\end{equation}
The curvature reverses its sign at equal magnitude. This is a property of the two chosen pieces, and it marks no physical transition. In particular, $x_m$ is not a mobility edge: the densities in Eq.~(\ref{pieces}) contain no information on whether states are localized.

\subsection{The number of states}

With the tail continued far into the gap, the states below the join number
\begin{equation}
n_{\rm t}=\int_{-\infty}^{x_m}g_m e^{(x-x_m)/E_0}\,dx=g_mE_0
=\frac{A E_0^{3/2}}{\sqrt2}.
\label{tailcount}
\end{equation}
Stopping the integral at $x=0$ multiplies it by $e^{-x_m/E_0}=e^{-1/2}\approx0.607$. About 61\% of the tail states thus lie below the parabolic edge and the rest between the edge and the join.

The part of the parabolic band that was replaced held
\begin{equation}
\int_0^{x_m}A\sqrt{x}\,dx=\frac23Ax_m^{3/2}
=\frac23g_mx_m=\frac13g_mE_0.
\end{equation}
The difference is
\begin{equation}
\Delta n=g_mE_0-\frac13g_mE_0=\frac23g_mE_0.
\label{added}
\end{equation}
At fixed edge and fixed $A$, the joined density has more states than the parabolic band, by two thirds of the tail content. Nothing above the join has been lowered to pay for them.

\section{Comparison of estimate and solution}

Scaling gives the correct powers of $E_0$. The number it lacked is $c=1/2$, so the estimate in Eq.~(\ref{estimate}) places the join too high by a factor of 2. It overestimates the joining density and the tail content by a factor $\sqrt2$ each.

The factor of 2 comes from the exponent of the band. The logarithmic slope of $x^{1/2}$ is $1/(2x)$, whereas the estimate in effect used $1/x$. If the value is made continuous at some other $x>0$, the ratio of band slope to tail slope is
\begin{equation}
\frac{g_{\rm b}'}{g_{\rm t}'}=\frac{g_{\rm b}/(2x)}{g_{\rm b}/E_0}=\frac{E_0}{2x}.
\end{equation}
At the estimated position $x=E_0$ this is $1/2$: the density would have a kink, with the slope halved on entering the band.

For $E_0\to0$ at fixed $A$, the join moves to the edge and the tail content vanishes as $E_0^{3/2}$, which restores the parabolic band. The slope at the join, $g_m/E_0=A/\sqrt{2E_0}$, diverges, as it must for a square root at its edge.

\section{A second case: disorder acting on the whole band}

The joined density leaves the band above $x_m$ untouched, although disorder should act there too. A simple comparison model shows what this omits. Let the local band edge vary slowly in space, with displacement $V$ distributed as
\begin{equation}
p(V)=\frac{1}{2E_0}e^{-|V|/E_0}.
\end{equation}
If each region has its own parabolic band, and tunnelling and confinement energies are neglected, the averaged density is
\begin{equation}
\bar g(x)=\int p(V)\,g_{\rm b}(x-V)\,dV,
\end{equation}
with $g_{\rm b}=0$ for negative argument. For $x\le0$ only $V<x$ contributes. Setting $y=x-V$ gives $|V|=y-x$, and
\begin{equation}
\bar g(x)=\frac{A}{2E_0}e^{x/E_0}\int_0^\infty\!\sqrt{y}\,e^{-y/E_0}dy
=\frac{A\sqrt{\pi E_0}}{4}\,e^{x/E_0},
\label{average}
\end{equation}
because the integral equals $\tfrac12\sqrt\pi\,E_0^{3/2}$. This model also has an exponential tail of width $E_0$ below the edge. Relative to the joined density its amplitude is
\begin{equation}
\frac{\sqrt\pi/4}{e^{-1/2}/\sqrt2}\approx1.033.
\end{equation}

The state count differs more. The distribution obeys $E_0^2p''=p-\delta(V)$: away from $V=0$ two derivatives return $p/E_0^2$, and the slope drops by $1/E_0^2$ at $V=0$. Averaging with $g_{\rm b}$ turns this into
\begin{equation}
E_0^2\,\bar g''=\bar g-g_{\rm b}.
\label{ode}
\end{equation}
Integration from far below the edge to an energy $M$ gives
\begin{equation}
\int_{-\infty}^{M}(\bar g-g_{\rm b})\,dx=E_0^2\,\bar g'(M)\to0
\quad(M\to\infty),
\end{equation}
since the slope of the band falls as $A/(2\sqrt M)$. The averaging moves states into the gap and takes the same number from the band. For $x\gg E_0$, Eq.~(\ref{ode}) gives to leading order
\begin{equation}
\bar g-g_{\rm b}\approx E_0^2g_{\rm b}''=-\frac{AE_0^2}{4x^{3/2}},
\end{equation}
so the depletion is spread over the band with a slowly falling weight. The joined density has no such depletion, which is why it gains states.

\section{Worked example}

\subsection{The joined density}

The mass gives $A=1.411\times10^{21}$~cm$^{-3}$\,eV$^{-3/2}$. With $E_0=0.020$~eV,
\begin{align}
x_m&=\tfrac12(20~\text{meV})=10~\text{meV}=0.010~\text{eV},\\
g_m&=1.411\times10^{21}\sqrt{0.010}
=1.41\times10^{20}~\text{cm}^{-3}\,\text{eV}^{-1},\\
g(0)&=0.6065\,g_m=8.6\times10^{19}~\text{cm}^{-3}\,\text{eV}^{-1},\\
n_{\rm t}&=g_m(0.020~\text{eV})=2.8\times10^{18}~\text{cm}^{-3}.
\end{align}
Of these tail states, $1.7\times10^{18}$~cm$^{-3}$ lie below the edge. The replaced piece of band held $0.94\times10^{18}$~cm$^{-3}$, so the join adds $1.9\times10^{18}$~cm$^{-3}$. The scaling estimate of the tail content would have been $1.411\times10^{21}(0.020)^{3/2}=4.0\times10^{18}$~cm$^{-3}$, larger than the solution by the expected $\sqrt2$.

\subsection{Nonparabolicity}

Let the dispersion be $x(1+\alpha x)=\hbar^2k^2/2m$. Equation~(\ref{count}) then gives $N=\tfrac23A[x(1+\alpha x)]^{3/2}$, whose derivative is
\begin{equation}
g=A\sqrt{x(1+\alpha x)}\,(1+2\alpha x).
\end{equation}
Its logarithmic slope must equal $1/E_0$ at the join:
\begin{equation}
\frac1{2x}+\frac{\alpha}{2(1+\alpha x)}+\frac{2\alpha}{1+2\alpha x}
=\frac1{E_0}.
\end{equation}
For $\alpha x\ll1$ the last two terms on the left add to $5\alpha/2$. Solving for $x$ to first order in $\alpha E_0$,
\begin{equation}
x_m\approx\frac{E_0}{2}\left(1+\frac52\alpha E_0\right).
\end{equation}
Estimating $\alpha$ as the inverse of a 3~eV gap gives a shift of $2.5\times0.333\times0.020=1.7\%$ of $x_m$. The numerical root is $10.17$~meV, so this correction is small here.

\subsection{Disorder above the join and deep states}

The averaged density of the second case is 3.3\% above the joined one at the edge and 3.5\% below it at the join. Over the range from $-3E_0$ to $10E_0$ the largest deviation is a deficit of 8\%, near $x=20$~meV. The local density is thus similar in these two models, although their state balances differ. The closeness depends on the shape chosen for $p(V)$ and does not confirm the amplitude $C$. For the one-sided distribution $p=e^{(V-E_0)/E_0}/E_0$ with $V<E_0$, which also has zero mean and tail width $E_0$, the steps leading to Eq.~(\ref{average}) give an amplitude $\tfrac12\sqrt\pi\,e^{-1}A\sqrt{E_0}$, only $0.76$ of the joined one. A logistic distribution with the same tail width gives about twice the joined density deep in the tail.

Deeper in the gap other states take over. With a flat background $g_{\rm d}=10^{17}$~cm$^{-3}$\,eV$^{-1}$, the tail sinks to the background at a depth below the edge of
\begin{equation}
E_0\ln\frac{g_m}{g_{\rm d}}-\frac{E_0}{2}
=20\ln(1411)-10\approx135~\text{meV}.
\end{equation}
Beyond that depth the exponential no longer describes the larger part of the density.

\subsection{Occupation at 300 K}

Temperature does not enter Eq.~(\ref{join}) if $E_0$ and the edge are held fixed, but it decides which part of the density matters for the electrons. Put the Fermi level at $\mu=-100$~meV; $k_BT$ is $25.85$~meV. Fermi--Dirac occupation of the joined density gives $1.19\times10^{17}$~cm$^{-3}$ electrons below the join and $0.92\times10^{17}$~cm$^{-3}$ above it. Some 56\% are therefore below the join.

Boltzmann occupation would give, below the join,
\begin{equation}
n_{\rm B}=\int_{-\infty}^{x_m}g_me^{(x-x_m)/E_0}e^{(\mu-x)/k_BT}dx
=\frac{g_me^{(\mu-x_m)/k_BT}}{1/E_0-1/k_BT}.
\end{equation}
The integral converges only for $k_BT>E_0$. Here it yields $1.77\times10^{17}$~cm$^{-3}$, which is 49\% above the Fermi--Dirac value. The integrand decays into the gap over $(1/20-1/25.85)^{-1}\approx88$~meV, comparable with the $110$~meV between the join and the Fermi level. A substantial part of $n_{\rm B}$ thus comes from states near and below $\mu$, where the Boltzmann factor exceeds the true occupation most strongly.

These electron numbers omit the deep background. At the Fermi level it is 17\% of the tail density. If it continued for 1~eV below $\mu$, its filled states would number about $10^{17}$~cm$^{-3}$, comparable with the $1.19\times10^{17}$~cm$^{-3}$ electrons counted below the join.

\subsection{Relation to real films}

The inputs are rough values in the regime of amorphous indium gallium zinc oxide, used in thin-film transistors; tail width and deep-state density depend on composition and processing. The join lies only 10~meV above the edge, and a film need not show a square-root density at that resolution. A Drude estimate $\tau=\mu_{\rm e}m/e$ gives a broadening $\hbar/\tau\approx0.33$~eV for a mobility of 10~cm$^2$\,V$^{-1}$\,s$^{-1}$ and still 33~meV for 100~cm$^2$\,V$^{-1}$\,s$^{-1}$, both larger than $x_m$. The local-band average needs edge fluctuations slower than $\hbar/\sqrt{2mE_0}\approx2.3$~nm. The joined density is therefore an interpolation formula, and $x_m$ is no measurable feature of the film. Real disorder also changes the band above the join, which the sharp join neglects. In the comparison model this moves the density by up to 8\% over the stated range, but that model leaves out quantum confinement and tunnelling, so the figure is no bound for a film. In a device simulation the edge density of the tail may be treated as an independent fit parameter. A smooth join then requires $C=A\sqrt{E_0/2}\,e^{-1/2}$, here $8.6\times10^{19}$~cm$^{-3}$\,eV$^{-1}$. This holds if the fit is referred to the parabolic edge. If its reference energy, for instance a mobility edge, lies at $x=\Delta<x_m$, the smooth value there is $Ce^{\Delta/E_0}$; a fitted $5\times10^{19}$~cm$^{-3}$\,eV$^{-1}$ corresponds to $\Delta\approx-11$~meV. A different fitted value does not by itself show that the fit is wrong; it means that the sharp join of these two pieces, with this mass, width and edge position, cannot be smooth. The numerical output lists the values used here.

\section*{Calculated quantities}
\begin{verbatim}
Input mass: 0.35 electron masses
Input tail width E0: 20.0 meV
Input gap: 3.0 eV
Input deep background: 1.0e+17 cm^-3 eV^-1
Input temperature: 300 K
Input Fermi level from edge: -100 meV
Thermal energy kT: 25.85 meV
Band prefactor A: 1.411e+21 cm^-3 eV^-3/2
Box count / band formula: 0.99933
Join energy E0/2: 10.000 meV = 0.01000 eV
Join energy from numerical slopes: 10.00000 meV
Density at join gm: 1.411e+20 cm^-3 eV^-1
Slope at join gm/E0: 7.053e+21 cm^-3 eV^-2
Tail density at edge: 8.555e+19 cm^-3 eV^-1
Joined density at -100 meV: 5.765e+17 cm^-3 eV^-1
Joined density at -50 meV: 7.023e+18 cm^-3 eV^-1
Joined density at 50 meV: 3.154e+20 cm^-3 eV^-1
Band/tail slope ratio if joined at E0: 0.5000
Curvature below join: 0.9990 gm/E0^2
Curvature above join: -0.9970 gm/E0^2
States below join: 2.821e+18 cm^-3
States below edge: 1.711e+18 cm^-3
Fraction of tail below edge: 0.6065
Band states replaced: 9.404e+17 cm^-3
States added by the join: 1.881e+18 cm^-3
Added states / tail states: 0.6667
Nonparabolicity alpha = 1/gap: 0.333 1/eV
Nonparabolic join energy: 10.168 meV
Nonparabolic shift: 1.684 percent
First-order shift: 1.667 percent
Averaged/joined density at edge: 1.0332
Averaged/joined density at join: 0.9655
Smallest averaged/joined, -3 to 10 E0: 0.9204
  found at x = 20.2 meV
Largest averaged/joined, -3 to 10 E0: 1.0332
States moved below edge by averaging: 1.768e+18 cm^-3
Net states added by averaging: -1.8e-12 of these
Tail meets deep background: 135.0 meV below edge
Background/tail at Fermi level: 0.173
Electrons below join: 1.190e+17 cm^-3
Electrons above join: 9.238e+16 cm^-3
Share of electrons below join: 0.5630
Boltzmann electrons below join: 1.769e+17 cm^-3
Boltzmann / Fermi-Dirac below join: 1.486
\end{verbatim}
